# Choosing the Time Step in Acid–Quencher Bake Simulations with Strang Splitting: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: Strang splitting of the acid-quencher system
#   a_t = Da a_xx - k a q ,   q_t = Dq q_xx - k a q   (zero-flux walls)
# is second order in the time step tau for resolved finite-rate kinetics.
# For instantaneous neutralization and Da = Dq = D, the diffusion-reaction-
# diffusion form has maximum error g sqrt(D tau/(2 pi)) and integrated acid
# error g D tau/2, where g is the slope magnitude of a-q at the front.
# a, q: acid and quencher concentration (mol/m^3); k: rate (m^3/(mol s)).
# DRD: half diffusion, reaction, half diffusion. RDR: the reverse nesting.
import numpy as np
from scipy.constants import N_A
from scipy.fft import dct, idct
from scipy.integrate import quad, solve_ivp

L, T = 50e-9, 60.0
ACID, QUENCHER = 100.0, 40.0
D = 2e-18
D_EQUAL = np.array([D, D])
D_UNEQUAL = np.array([D, 0.5e-18])


def initial(N):
    x = (np.arange(N) + 0.5) * L / N
    acid = 0.5 * ACID * (1 + np.cos(np.pi * x / L))
    return x, np.array([acid, np.full(N, QUENCHER)])


def react(c, k, t):
    """Exact bimolecular neutralization in every cell."""
    d = c[0] - c[1]
    s = np.abs(d)
    z = k * s * t
    safe = np.where(s > 0, s, 1.0)
    phi = np.where(z > 1e-12, -np.expm1(-z) / safe, k * t)
    minority = np.minimum(c[0], c[1])
    rest = minority * np.exp(-z) / (1 + minority * phi)
    return np.array([rest + np.maximum(d, 0), rest + np.maximum(-d, 0)])


def split(c, diff, k, time, n, scheme):
    """Advance by n split steps."""
    N = c.shape[1]
    tau = time / n
    lam = 4 * (N / L)**2 * np.sin(np.pi * np.arange(N) / (2 * N))**2
    full = np.exp(-diff[:, None] * lam * tau)
    half = np.exp(-diff[:, None] * lam * tau / 2)

    def diffuse(u, decay):
        return idct(decay * dct(u, axis=1, norm="ortho"),
                    axis=1, norm="ortho")

    for _ in range(n):
        if scheme == "DRD":
            c = diffuse(react(diffuse(c, half), k, tau), half)
        elif scheme == "RDR":
            c = react(diffuse(react(c, k, tau / 2), full), k, tau / 2)
        else:
            c = react(diffuse(c, full), k, tau)
    return c


def unsplit(c, diff, k, time, stiff):
    """Method-of-lines reference without any splitting."""
    N = c.shape[1]
    inv_h2 = (N / L)**2

    def rhs(t, y):
        u = y.reshape(-1, 2)
        jump = np.diff(u, axis=0) * inv_h2
        lap = np.zeros_like(u)
        lap[:-1] += jump
        lap[1:] -= jump
        return (lap * diff - (k * u[:, 0] * u[:, 1])[:, None]).ravel()

    if stiff:
        options = dict(method="LSODA", lband=2, uband=2, rtol=1e-9, atol=1e-9)
    else:
        options = dict(method="DOP853", rtol=1e-11, atol=1e-11)
    sol = solve_ivp(rhs, (0, time), c.T.ravel(), t_eval=[time], **options)
    assert sol.success
    return sol.y[:, -1].reshape(-1, 2).T


def order(coarse, fine):
    return np.log2(coarse / fine)


print(f"half period {L*1e9:.0f} nm, bake time {T:.0f} s")
print(f"peak acid {ACID:.0f}, quencher {QUENCHER:.0f} mol/m^3")
print(f"Da {D*1e18:.1f}, unequal Dq {D_UNEQUAL[1]*1e18:.1f} nm^2/s")

# Closed reaction flow against direct integration of the rate equations.
k_smooth = 1e-3
pairs = np.array([[100.0, 40.0, 10.0], [40.0, 40.0, 40.0]])
flow = react(pairs, k_smooth, T)
for i in range(3):
    ode = solve_ivp(lambda t, y: -k_smooth * y[0] * y[1] * np.ones(2),
                    (0, T), pairs[:, i], method="DOP853",
                    rtol=1e-11, atol=1e-11)
    assert np.allclose(flow[:, i], ode.y[:, -1], rtol=1e-8, atol=1e-8)
print(f"reaction only, 100 and 40 mol/m^3 after {T:.0f} s: "
      f"a {flow[0,0]:.4f}, q {flow[1,0]:.4f} mol/m^3")

# Resolved smooth kinetics with unequal diffusivities.
x, start = initial(64)
ref = unsplit(start, D_UNEQUAL, k_smooth, T, False)
print(f"SMOOTH k {k_smooth:.0e} m^3/(mol s), 64 cells")
print(f"final acid at x=0 side {ref[0,0]:.4f}, x=L side {ref[0,-1]:.4f} mol/m^3")
print("tau (s), Strang max error (mol/m^3), order, Lie error, order")
old = None
for n in (15, 30, 60, 120, 240):
    err = np.array([np.max(np.abs(
        split(start, D_UNEQUAL, k_smooth, T, n, name) - ref))
        for name in ("DRD", "LIE")])
    p = order(old, err) if old is not None else np.array([np.nan, np.nan])
    print(f"{T/n:6.3f} {err[0]:.3e} {p[0]:.3f} {err[1]:.3e} {p[1]:.3f}")
    old = err
assert abs(p[0] - 2) < 0.05 and abs(p[1] - 1) < 0.1

local = [np.max(np.abs(split(start, D_UNEQUAL, k_smooth, t, 1, "DRD")
                       - unsplit(start, D_UNEQUAL, k_smooth, t, False)))
         for t in (2.0, 1.0)]
p_local = order(*local)
assert abs(p_local - 3) < 0.15
print(f"one-step errors at 2 s, 1 s: {local[0]:.3e}, {local[1]:.3e} mol/m^3")
print(f"one-step error exponent {p_local:.3f}")

# L1 contraction at a rate that the step does not resolve.
k_stiff = 10.0
u = start.copy()
v = start + np.array([5 * (1 + np.sin(7 * x / L)), -8 * np.cos(5 * x / L)])
distances = [np.sum(np.abs(u - v)) * L / 64]
for _ in range(12):
    u = split(u, D_UNEQUAL, k_stiff, 5.0, 1, "DRD")
    v = split(v, D_UNEQUAL, k_stiff, 5.0, 1, "DRD")
    distances.append(np.sum(np.abs(u - v)) * L / 64)
assert np.all(np.diff(distances) <= 1e-12 * distances[0])
print(f"L1 distance of two stiff runs: first {distances[0]:.3e}, "
      f"last {distances[-1]:.3e} mol/m^2")

# Instantaneous neutralization: heat solution for a-q gives the limit.
amplitude = 0.5 * ACID * np.exp(-D * (np.pi / L)**2 * T)
offset = 0.5 * ACID - QUENCHER
front = L / np.pi * np.arccos(-offset / amplitude)
g = amplitude * np.pi / L * np.sin(np.pi * front / L)
print(f"front {front*1e9:.3f} nm, slope g {g:.4e} mol/m^4")
k_instant = 1e9
x, start = initial(4096)
limit = np.maximum(offset + amplitude * np.cos(np.pi * x / L), 0)
print(f"INSTANTANEOUS, k {k_instant:.0e} m^3/(mol s), 4096 cells")
print("tau (s), max error, predicted (mol/m^3), L1, predicted (mol/m^2)")
maxima, areas = [], []
for n in (15, 60, 240):
    tau = T / n
    excess = np.abs(split(start, D_EQUAL, k_instant, T, n, "DRD")[0] - limit)
    maxima.append(excess.max())
    areas.append(excess.sum() * L / 4096)
    law_max = g * np.sqrt(D * tau / (2 * np.pi))
    law_area = g * D * tau / 2
    # The kink may lie between cell centres, which costs about one percent.
    assert abs(maxima[-1] / law_max - 1) < 0.03
    assert abs(areas[-1] / law_area - 1) < 0.03
    print(f"{tau:5.2f} {maxima[-1]:.4f} {law_max:.4f} "
          f"{areas[-1]:.4e} {law_area:.4e}")
p_max = order(maxima[0], maxima[-1]) / 4
p_area = order(areas[0], areas[-1]) / 4
assert abs(p_max - 0.5) < 0.03 and abs(p_area - 1) < 0.03
print(f"observed orders: maximum {p_max:.3f}, L1 {p_area:.3f}")

# Large finite rate: width and overlap of the neutralization zone.
x, start = initial(800)
ref = unsplit(start, D_EQUAL, k_stiff, T, True)
slower = unsplit(start, D_EQUAL, k_stiff / 8, T, True)
overlap = np.interp(front, x, ref[0])
overlap_slower = np.interp(front, x, slower[0])
delta = (D / (k_stiff * g))**(1 / 3)
assert abs(overlap_slower / overlap - 2) < 0.1
print(f"STIFF k {k_stiff:.0f} m^3/(mol s), 800 cells")
print(f"width delta {delta*1e9:.4f} nm, tau* {delta**2/D:.4f} s")
print(f"front acid {overlap:.4f} mol/m^3, divided by g delta "
      f"{overlap/(g*delta):.4f}")
print(f"front acid ratio for k/8 against k: {overlap_slower/overlap:.4f}")

print("tau (s), DRD max error (mol/m^3), order, RDR error, order")
old, orders = None, []
for n in 6 * 2**np.arange(11):
    err = np.array([np.max(np.abs(
        split(start, D_EQUAL, k_stiff, T, int(n), name) - ref))
        for name in ("DRD", "RDR")])
    p = order(old, err) if old is not None else np.array([np.nan, np.nan])
    if old is not None:
        orders.append(p)
    print(f"{T/n:8.5f} {err[0]:.3e} {p[0]:.3f} {err[1]:.3e} {p[1]:.3f}")
    old = err
assert orders[0][0] < 1 and abs(orders[0][1]) < 0.2
assert np.all(np.abs(orders[-1] - 2) < 0.2)

# Order loss persists when the two species diffuse at different rates.
ref = unsplit(start, D_UNEQUAL, k_stiff, T, True)
err = [np.max(np.abs(split(start, D_UNEQUAL, k_stiff, T, n, "DRD") - ref))
       for n in (6, 24, 96)]
p_unequal = order(err[0], err[-1]) / 4
assert p_unequal < 1.5
print("unequal D, DRD errors at 10, 2.5, 0.625 s: "
      + ", ".join(f"{e:.4f}" for e in err) + " mol/m^3")
print(f"mean order over this range {p_unequal:.3f}")

# Diffusion-limited capture rate, checked by the radial flux resistance.
capture = 1e-9
k_capture = 4 * np.pi * 2 * D * capture * N_A
# Substituting r = capture/w maps the outer region to 0 < w < 1.
resistance = quad(lambda w: (capture / w**2)
                  / (4 * np.pi * 2 * D * (capture / w)**2), 0, 1)[0]
assert abs(N_A / resistance / k_capture - 1) < 1e-8
delta_capture = (D / (k_capture * g))**(1 / 3)
print(f"capture radius {capture*1e9:.0f} nm, equal D: "
      f"k {k_capture:.4e} m^3/(mol s)")
print(f"its delta {delta_capture*1e9:.3f} nm, tau* {delta_capture**2/D:.3f} s")
print("finished without a failed check")
```

Output of this version:

```
half period 50 nm, bake time 60 s
peak acid 100, quencher 40 mol/m^3
Da 2.0, unequal Dq 0.5 nm^2/s
reaction only, 100 and 40 mol/m^3 after 60 s: a 60.6630, q 0.6630 mol/m^3
SMOOTH k 1e-03 m^3/(mol s), 64 cells
final acid at x=0 side 44.5254, x=L side 3.3317 mol/m^3
tau (s), Strang max error (mol/m^3), order, Lie error, order
 4.000 1.067e-02 nan 3.890e-01 nan
 2.000 2.677e-03 1.995 1.928e-01 1.013
 1.000 6.698e-04 1.999 9.596e-02 1.007
 0.500 1.675e-04 2.000 4.787e-02 1.003
 0.250 4.187e-05 2.000 2.391e-02 1.002
Traceback (most recent call last):
  File "check.py", line 123, in <module>
    assert abs(p_local - 3) < 0.15
           ^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The one-step error of Strang splitting is Cτ³(1+O(τ)), but the program measured its exponent between steps of 2 s and 1 s. There the correction, of relative size about k(a+q)τ (0.14 to 0.28 where the acid peaks), is too large for a reading within 0.15 of 3. The formulas and the splitting code are unchanged. The one-step error is now followed from 2 s down to 0.125 s with every exponent printed, and the same tolerance of 0.15 is applied to the last pair, 0.25 s and 0.125 s, because the claim concerns small τ; the exponent from 2 s to 1 s still misses 3 by more than that and is shown, not asserted.

Repair:

```diff
@@ -117,11 +117,16 @@
 assert abs(p[0] - 2) < 0.05 and abs(p[1] - 1) < 0.1
 
-local = [np.max(np.abs(split(start, D_UNEQUAL, k_smooth, t, 1, "DRD")
-                       - unsplit(start, D_UNEQUAL, k_smooth, t, False)))
-         for t in (2.0, 1.0)]
-p_local = order(*local)
+# The one-step error is C tau^3 (1 + O(tau)): the cubic law is a limit,
+# so the exponent is followed to steps short against the reaction time.
+print("one step: tau (s), max error (mol/m^3), exponent")
+old = None
+for tau in (2.0, 1.0, 0.5, 0.25, 0.125):
+    local = np.max(np.abs(
+        split(start, D_UNEQUAL, k_smooth, tau, 1, "DRD")
+        - unsplit(start, D_UNEQUAL, k_smooth, tau, False)))
+    p_local = order(old, local) if old is not None else np.nan
+    print(f"{tau:6.3f} {local:.3e} {p_local:.3f}")
+    old = local
 assert abs(p_local - 3) < 0.15
-print(f"one-step errors at 2 s, 1 s: {local[0]:.3e}, {local[1]:.3e} mol/m^3")
-print(f"one-step error exponent {p_local:.3f}")
 
 # L1 contraction at a rate that the step does not resolve.
```

The mended program passes:

```
half period 50 nm, bake time 60 s
peak acid 100, quencher 40 mol/m^3
Da 2.0, unequal Dq 0.5 nm^2/s
reaction only, 100 and 40 mol/m^3 after 60 s: a 60.6630, q 0.6630 mol/m^3
SMOOTH k 1e-03 m^3/(mol s), 64 cells
final acid at x=0 side 44.5254, x=L side 3.3317 mol/m^3
tau (s), Strang max error (mol/m^3), order, Lie error, order
 4.000 1.067e-02 nan 3.890e-01 nan
 2.000 2.677e-03 1.995 1.928e-01 1.013
 1.000 6.698e-04 1.999 9.596e-02 1.007
 0.500 1.675e-04 2.000 4.787e-02 1.003
 0.250 4.187e-05 2.000 2.391e-02 1.002
one step: tau (s), max error (mol/m^3), exponent
 2.000 1.217e-03 nan
 1.000 1.725e-04 2.819
 0.500 2.302e-05 2.905
 0.250 2.976e-06 2.951
 0.125 3.784e-07 2.975
L1 distance of two stiff runs: first 5.021e-07, last 2.109e-07 mol/m^2
front 30.204 nm, slope g 1.8525e+09 mol/m^4
INSTANTANEOUS, k 1e+09 m^3/(mol s), 4096 cells
tau (s), max error, predicted (mol/m^3), L1, predicted (mol/m^2)
 4.00 2.1004 2.0903 7.4756e-09 7.4101e-09
 1.00 1.0448 1.0452 1.8566e-09 1.8525e-09
 0.25 0.5209 0.5226 4.6341e-10 4.6313e-10
observed orders: maximum 0.503, L1 1.003
STIFF k 10 m^3/(mol s), 800 cells
width delta 0.4762 nm, tau* 0.1134 s
front acid 0.4815 mol/m^3, divided by g delta 0.5458
front acid ratio for k/8 against k: 2.0004
tau (s), DRD max error (mol/m^3), order, RDR error, order
10.00000 2.872e+00 nan 4.583e-01 nan
 5.00000 1.873e+00 0.617 4.401e-01 0.058
 2.50000 1.178e+00 0.669 4.030e-01 0.127
 1.25000 6.919e-01 0.767 3.348e-01 0.267
 0.62500 3.582e-01 0.950 2.292e-01 0.547
 0.31250 1.498e-01 1.258 1.140e-01 1.008
 0.15625 4.887e-02 1.616 4.012e-02 1.506
 0.07812 1.352e-02 1.854 1.139e-02 1.817
 0.03906 3.487e-03 1.955 2.960e-03 1.944
 0.01953 8.793e-04 1.988 7.480e-04 1.985
 0.00977 2.203e-04 1.997 1.875e-04 1.996
unequal D, DRD errors at 10, 2.5, 0.625 s: 5.6709, 2.6045, 0.9019 mol/m^3
mean order over this range 0.663
capture radius 1 nm, equal D: k 3.0271e-02 m^3/(mol s)
its delta 3.292 nm, tau* 5.418 s
finished without a failed check
```
